# Current-in-plane tunnelling resistance of two coupled conducting sheets

Four point probes, in line and equally spaced, on a thin uniform conducting sheet much wider than the array give a resistance that does not depend on the spacing. Suppose that a second conducting sheet lies below the first, behind a tunnel barrier. The same measurement may then read 4.03 Ω at a spacing of 0.5 µm and 0.94 Ω at 8 µm. Read as a single-sheet result, these values would assign two sheet resistances to one film. The effect of the barrier is hidden as well: when its resistance doubles, the first reading rises by 3.8 % and the second by 16 %. To extract the barrier resistance, one must know how current divides between the sheets as a function of distance.

## The model

The top sheet, which carries all four probes, has sheet resistance \(R_T\); the buried sheet has \(R_B\). Both are uniform, isotropic and laterally infinite. The barrier is ohmic, with resistance-area product \(\eta\), so the downward current per unit area is \((V_T-V_B)/\eta\). The films are thin compared with the probe spacing and with the length \(\lambda\) found below, so each has one potential at each lateral position. Contacts are points, and the voltage probes draw no current.

A current \(I\) enters at I+ and leaves at I−. The voltage probes are V+ and V−, and the measured resistance is \(R=(V_{+}-V_{-})/I\). Let \(a,b\) be the distances from I+ to V+ and V−, and \(c,d\) those from I− to V+ and V−. With

\[
R_p=\frac{R_TR_B}{R_T+R_B},\qquad \lambda=\sqrt{\frac{\eta}{R_T+R_B}},
\]

the result to be derived is

\[
R=\frac{R_p}{2\pi}\left\{\ln\frac{bc}{ad}+\frac{R_T}{R_B}\left[K_0\!\left(\tfrac a\lambda\right)-K_0\!\left(\tfrac b\lambda\right)-K_0\!\left(\tfrac c\lambda\right)+K_0\!\left(\tfrac d\lambda\right)\right]\right\}.
\tag{1}
\]

The modified Bessel functions used here are defined by

\[
K_0(z)=\int_0^\infty e^{-z\cosh t}\,dt,\qquad K_1(z)=-K_0'(z)=\int_0^\infty \cosh t\;e^{-z\cosh t}\,dt .
\]

Integration by parts gives \(K_0''-K_0=\int_0^\infty\sinh^2t\,e^{-z\cosh t}dt=K_1/z\). Since \(K_1=-K_0'\), this is

\[
K_0''+\frac{K_0'}{z}-K_0=0,\qquad\text{or}\qquad (zK_1)'=-zK_0 .
\tag{2}
\]

Also \(zK_1\to1\) as \(z\to0\). To see this, write \(\cosh t=\sinh t+e^{-t}\) in \(K_1\): the first part integrates to \(e^{-z}/z\), and the second stays below 1.

## First derivation: decoupling in real space

Take the source alone, at the origin. The sheet current densities are \(-\nabla V_T/R_T\) and \(-\nabla V_B/R_B\). The top sheet gains \(I\delta(\mathbf r)\) and loses the tunnelling current, which the buried sheet gains. With \(u=V_T-V_B\), current balance reads

\[
\nabla^2V_T=R_T\left(\frac u\eta-I\delta\right),\qquad
\nabla^2V_B=-\frac{R_B}{\eta}u .
\]

Subtracting the second equation from the first gives

\[
\nabla^2u-\frac{u}{\lambda^2}=-R_TI\delta .
\]

Dividing them by \(R_T\) and \(R_B\) and adding cancels the tunnelling current. For \(W=V_T/R_T+V_B/R_B\),

\[
\nabla^2W=-I\delta .
\]

Thus \(u\) describes the imbalance that drives tunnelling, and \(W\) the total lateral current.

Away from the origin, the decaying radial solution for \(u\) is \(CK_0(r/\lambda)\), by (2). To find \(C\), integrate the equation for \(u\) over a disc of radius \(\epsilon\). The area integral of \(u\) vanishes as \(\epsilon\to0\), because the singularity is logarithmic. What remains is the flux,

\[
2\pi\epsilon\,u'(\epsilon)=-2\pi C\,\frac{\epsilon}{\lambda}K_1\!\left(\frac\epsilon\lambda\right)\to-2\pi C=-R_TI .
\]

Hence \(C=R_TI/2\pi\). The same flux argument for \(W\) gives \(2\pi rW'=-I\), so

\[
u=\frac{R_TI}{2\pi}K_0\!\left(\frac r\lambda\right),\qquad
W=-\frac{I}{2\pi}\ln r+\text{constant}.
\]

The constant absorbs the unit of length in the logarithm.

To return to the top potential, insert \(V_B=V_T-u\) into \(W\). This gives \(W=V_T/R_p-u/R_B\), so \(V_T=R_p(W+u/R_B)\). Subtracting \(u\), and using \(R_p/R_B-1=-R_p/R_T\), gives \(V_B=R_p(W-u/R_T)\). Up to a common constant,

\[
V_T=\frac{IR_p}{2\pi}\left[-\ln r+\frac{R_T}{R_B}K_0\!\left(\frac r\lambda\right)\right],\qquad
V_B=\frac{IR_p}{2\pi}\left[-\ln r-K_0\!\left(\frac r\lambda\right)\right].
\]

Near the source \(K_0(r/\lambda)\) behaves as \(-\ln r\) plus a constant. The logarithms therefore cancel in \(V_B\), as they must, since no point current enters the buried sheet.

The current in the buried sheet through a circle of radius \(r\) is \(I_B=-2\pi rV_B'/R_B\), or

\[
\frac{I_B}{I}=\frac{R_T}{R_T+R_B}\left[1-\frac r\lambda K_1\!\left(\frac r\lambda\right)\right].
\]

It starts at zero and approaches the share of a parallel connection. The length \(\lambda\) sets the distance over which current transfers.

Now add the sink, with current \(-I\). The logarithmic growth at infinity and the constants cancel. Writing \(V_T(r)\) for the single-source potential, the voltage difference is \(V_T(a)-V_T(c)-V_T(b)+V_T(d)\). Its logarithms are \(-\ln a+\ln c+\ln b-\ln d\), and division by \(I\) gives (1).

This solution is unique among those whose difference from it is bounded. Such a difference has no sources. Its \(u\)-part \(h\) obeys \(\nabla^2h=h/\lambda^2\), and its mean over a circle of radius \(r\) about a point \(p\) is \(h(p)\sum_n (r/2\lambda)^{2n}/(n!)^2\), the regular radial solution. This grows without bound unless \(h(p)=0\), so \(h\) vanishes everywhere. The \(W\)-part is a bounded harmonic function on the plane, hence a constant, which no voltage difference records.

## Second derivation: a sheet resistance that depends on wavenumber

Resolve the potentials into plane waves, \(\tilde V(\mathbf k)=\int V(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^2r\), so that \(\nabla^2\) becomes \(-k^2\). Let \(\tilde s=e^{-i\mathbf k\cdot\mathbf r_{I+}}-e^{-i\mathbf k\cdot\mathbf r_{I-}}\) describe source and sink. Current balance is then algebraic:

\[
\frac{k^2}{R_T}\tilde V_T+\frac{\tilde V_T-\tilde V_B}{\eta}=I\tilde s,\qquad
\frac{k^2}{R_B}\tilde V_B=\frac{\tilde V_T-\tilde V_B}{\eta}.
\]

The second equation gives \(\tilde V_B=\tilde V_TR_B/(R_B+k^2\eta)\). The tunnelling term is therefore \((\tilde V_T-\tilde V_B)/\eta=k^2\tilde V_T/(R_B+k^2\eta)\), and the first equation becomes

\[
\tilde V_T=\frac{Z(k)}{k^2}I\tilde s,\qquad
\frac1{Z(k)}=\frac1{R_T}+\frac1{R_B+k^2\eta}.
\]

For one Fourier component the stack acts as a single sheet of resistance \(Z(k)\): the top film in parallel with the buried film, whose resistance is raised by \(k^2\eta\). Short waves see \(R_T\), and long waves see \(R_p\).

Combining the fractions and dividing numerator and denominator by \(\eta\),

\[
\frac{Z}{k^2}=\frac{R_T(k^2+R_B/\eta)}{k^2(k^2+\lambda^{-2})}
=\frac{R_p}{k^2}+\frac{R_T-R_p}{k^2+\lambda^{-2}} .
\]

The coefficient of \(1/k^2\) is the value of the remaining factor at \(k=0\), namely \(R_TR_B\lambda^2/\eta=R_p\). The two coefficients must sum to \(R_T\), as the limit of large \(k\) shows. Finally, \(R_T-R_p=R_T^2/(R_T+R_B)=R_pR_T/R_B\).

For the inverse transform, write

\[
\frac1{k^2+q^2}=\int_0^\infty e^{-s(k^2+q^2)}ds .
\]

Starting the \(s\)-integral at a small positive value multiplies the integrand by a Gaussian in \(k\), which blurs the point contacts. The \(k\)- and \(s\)-integrals may then be exchanged for the four-probe combination, and the blur is removed at the end. The Gaussian integral over \(\mathbf k\) gives

\[
\int\frac{d^2k}{(2\pi)^2}\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2+q^2}
=\frac1{4\pi}\int_0^\infty\frac{ds}{s}\,e^{-r^2/4s-q^2s}.
\]

For \(q=1/\lambda\), set \(s=(r/2q)e^t\). Then \(ds/s=dt\), the exponent is \(-qr\cosh t\), and \(t\) runs over the whole line. The result is \(K_0(r/\lambda)/2\pi\).

For \(q=0\) a single term diverges at large \(s\), but a difference does not. With \(p=1/4s\),

\[
\frac1{4\pi}\int_0^\infty\frac{dp}{p}\left(e^{-a^2p}-e^{-b^2p}\right)
=\frac1{4\pi}\int_{a^2}^{b^2}dy\int_0^\infty e^{-yp}dp
=\frac1{2\pi}\ln\frac ba .
\]

The reading contains the distances with signs \(+a,-b,-c,+d\). The \(1/k^2\) part therefore gives \([\ln(b/a)+\ln(c/d)]/2\pi\), and the other part gives the four Bessel functions. With their coefficients \(R_p\) and \(R_pR_T/R_B\), this is (1) again.

## Equal spacing and its limits

For probes in the order I+, V+, V−, I− at spacing \(x\), \(a=d=x\) and \(b=c=2x\). The logarithm is \(\ln4=2\ln2\), and the Bessel terms pair up:

\[
R(x)=\frac{R_p}{\pi}\left\{\ln2+\frac{R_T}{R_B}\left[K_0(z)-K_0(2z)\right]\right\},\qquad z=\frac x\lambda .
\tag{3}
\]

The Bessel part carries all the dependence on spacing. In (1), likewise, scaling the whole array leaves the logarithm unchanged.

For small \(z\), use the series \(K_0(z)=-\ell(1+z^2/4)+z^2/4+\dots\), with \(\ell=\ln(z/2)+\gamma\) and \(\gamma\) Euler's constant. In \(K_0(2z)\), \(\ell\) becomes \(\ell+\ln2\) and \(z^2/4\) becomes \(z^2\). Subtraction gives

\[
K_0(z)-K_0(2z)=\ln2-z^2\left[\tfrac34(1-\ell)-\ln2\right]+\dots
\]

Because \(R_p(1+R_T/R_B)=R_T\), the reading tends to \(R_T\ln2/\pi\): little current has crossed the barrier. For large \(z\), small \(t\) dominates the integral for \(K_0\). Replacing \(\cosh t\) by \(1+t^2/2\) gives \(K_0(z)\approx\sqrt{\pi/2z}\,e^{-z}\), so the reading approaches \(R_p\ln2/\pi\) exponentially.

Between the limits the reading falls steadily, since

\[
\frac{dR}{d\ln x}=-\frac{R_pR_T}{\pi R_B}\left[zK_1(z)-2zK_1(2z)\right]<0,
\]

where the bracket is positive because \(zK_1\) decreases, by (2). A sweep of spacings that reaches both limits thus gives three quantities: the short end gives \(R_T\), the long end gives \(R_p\) and hence \(R_B\), and the position of the fall gives \(\lambda\) and hence \(\eta=\lambda^2(R_T+R_B)\).

## Sensitivity to the barrier

At fixed \(x\), \(z\propto\eta^{-1/2}\), so

\[
D=\frac{\partial R}{\partial\ln\eta}=-\frac12\frac{dR}{d\ln x}
=\frac{R_pR_T}{2\pi R_B}\left[zK_1(z)-2zK_1(2z)\right].
\]

By (2), the bracket has derivative \(z[4K_0(2z)-K_0(z)]\). A stationary point requires \(K_0(z)/K_0(2z)=4\). This ratio tends to 1 at small \(z\) and grows without bound at large \(z\). With \(g=zK_1/K_0\), its logarithmic derivative is \([g(2z)-g(z)]/z\), and \(g'=z(K_1^2/K_0^2-1)>0\), because the integrals show \(K_1>K_0\). The ratio therefore rises steadily and meets 4 once, where \(D\) has its maximum. Numerical root finding gives \(z=1.077\), whatever the sheet resistances.

If \(R_T\) and \(R_B\) are known, a small relative error in \(R\) becomes a relative error \(R/D\) times as large in \(\eta\). Up to the maximum of \(D\), \(D\) rises while \(R\) falls, and at the maximum \(R\) is still falling. The smallest \(R/D\) therefore lies at a larger spacing than the largest \(D\).

## A numerical case

Take \(R_T=20\) Ω, \(R_B=5\) Ω and \(\eta=100\) Ω µm² as round model parameters. Then \(R_p=100/25=4\) Ω and \(\lambda=\sqrt{100/25}=2\) µm. At \(x=2\) µm, \(z=1\), and (3) gives

\[
R=0.8825+\frac{4}{\pi}\,\frac{20}{5}\,(0.42102-0.11389)=0.8825+1.5642=2.4467\ \Omega .
\]

At \(r=\lambda\) the buried sheet carries 31.8 % of the current from a single source, against 80 % far away.

Let a change of magnetic state double \(\eta\) to 200 Ω µm² without altering the sheets; \(\lambda\) becomes 2.83 µm. Evaluating (3) in both states, and \(R/D\) in the low state, gives:

| \(x\) (µm) | \(R\) low (Ω) | \(R\) high (Ω) | Change (%) | \(R/D\) |
|---|---|---|---|---|
| 0.5 | 4.025 | 4.180 | 3.8 | 14.6 |
| 2 | 2.447 | 2.991 | 22.2 | 2.98 |
| 4 | 1.406 | 1.885 | 34.1 | 2.40 |
| 8 | 0.939 | 1.089 | 16.0 | 7.57 |
| 16 | 0.883 | 0.892 | 0.95 | 279 |

The low-state readings run between the limits 4.413 Ω and 0.883 Ω. \(D\) is largest at 2.15 µm, the better spacing when the absolute error of \(R\) is fixed. For a fixed relative error, 4 µm is the best spacing listed: an error of 1 % in \(R\) becomes about 2.4 % in \(\eta\). At 16 µm the reading says almost nothing about the barrier. These figures take the probe positions as exact. Since \(\eta\) enters (3) only through \(x^2/\eta\), an error of 1 % in the pitch becomes 2 % in \(\eta\) at every spacing. By (1), moving V+ by 20 nm towards V− lowers the inferred \(\eta\) by about 1.5 % at 4 µm, 3.4 % at 2 µm and 41 % at 0.5 µm.

Here the change in \(R\) stays below the 100 % change of the barrier, but that is not a general bound. As \(R_B\to0\), the logarithmic term vanishes and \(R\to(R_T/\pi)[K_0(z)-K_0(2z)]\). At large \(z\) this gives \(D/R\approx z/2\), which exceeds 1 for large enough spacing. The relative change can then exceed that of the barrier, though the signal itself decays exponentially at large spacing.

## What each derivation assumes

Both routes need ohmic films and an ohmic barrier, since both superpose source and sink. Both fail when the film thickness is comparable with \(x\), because the potential then varies through a film. A thickness comparable with \(\lambda\) spoils the Bessel term in the same way, though at spacings much larger than both \(\lambda\) and the thickness the reading still tends to \(R_p\ln2/\pi\). If \(R_T\) or \(R_B\) changes with the magnetic state, the change in \(R\) no longer measures the barrier alone.

The real-space route uses uniform sheet resistances to separate \(u\) from \(W\); a barrier with varying \(\eta\) only makes \(\lambda\) depend on position in the equation for \(u\). It uses a uniform \(\eta\) and the infinite plane to write the solutions as \(K_0\) and a logarithm. The separation itself survives in a finite sample. If no current leaves either sheet at a common edge, the normal derivatives of \(V_T\) and \(V_B\) vanish there, and so do those of \(u\) and \(W\). Two independent scalar problems remain, but (1) no longer solves them.

The Fourier route uses translation invariance from the start. An edge breaks this invariance, and the plane waves must then be replaced by functions that obey the edge condition. Its extension to more films is a simple recursion. If the stack below the barrier has response \(Z_L(k)\), a tunnelling current \(\tilde j\) produces \(\tilde V_B=Z_L\tilde j/k^2\) and \(\tilde V_T=(\eta+Z_L/k^2)\tilde j\). Therefore

\[
\frac1Z=\frac1{R_T}+\frac1{k^2\eta+Z_L(k)},
\]

and further sheets are added by repeating this step. A contact of finite size with a known injection profile multiplies its term in \(\tilde s\) by the transform of that profile. The first route shows where the current goes; the second shows which length scales of the array respond to which layer.

All numerical values are calculated from the stated model.
